\section*{Why Labelled Oxygen Collects at the Silicon Interface in Dry Oxidation}

\section*{Question}

A silicon wafer is oxidized in dry oxygen of the common isotope. The gas is then replaced by oxygen of a heavier isotope, and oxidation continues. When the depth profile of the heavy isotope is measured, most of it lies at the bottom of the film, next to the silicon, although it entered from the top. A much smaller amount lies at the outer surface, and the oxide between holds little. Why does the last oxygen to arrive end up deepest, and what does this say about how it travelled?

\section*{Answer: two clocks}

An oxygen molecule can dissolve in silica by occupying the open spaces between the network atoms. There it can do two things. It can wander to the silicon and react, or it can swap one of its atoms with an oxygen atom of the network on the way. If the time that dissolved oxygen spends in the film, per molecule that reacts, is much shorter than the time to swap, the label passes through the old oxide and is built into the new oxide where that forms, at the silicon. If swapping is much faster, the label is caught near the outside, and old network oxygen is released to travel on in its place.

To compare the clocks, let $x$ be the depth below the outer surface and $L(t)$ the film thickness. The old network is at rest in this frame, because new oxide is added at $x=L$. Dissolved O$_2$ has concentration $c(x)$, diffusivity $D$, and the value $C^*$ at $x=0$, fixed by the gas. At the silicon it reacts at the rate $k\,c(L)$ per area. Each unit volume of new oxide takes up $N_1$ molecules. Practical units (nm, s, h, cm$^2$/s) are used throughout.

\section*{How fast the film grows}

The dissolved gas settles in a time far shorter than the oxidation, as the numbers below confirm, so its flux $J$ is the same at all depths. Diffusion through the film and reaction at its end then carry equal flux:
\begin{equation}
J=\frac{D\,[C^*-c(L)]}{L}=k\,c(L).
\end{equation}
The second equality gives $c(L)=C^*/(1+kL/D)$. Inserting this in $J=k\,c(L)$, and using $c(x)=C^*-Jx/D$, we find
\begin{equation}
J=\frac{DC^*}{L+D/k},\qquad
c(x)=C^*\left(1-\frac{x}{L+D/k}\right).
\end{equation}
Each unit volume of oxide needs $N_1$ molecules, so $dL/dt=J/N_1$. Multiplying numerator and denominator by 2 gives
\begin{equation}
\frac{dL}{dt}=\frac{B}{2L+A},\qquad B=\frac{2DC^*}{N_1},\qquad A=\frac{2D}{k}.
\end{equation}
Separating the variables and integrating from the old thickness $L_0$ gives
\begin{equation}
L^2+AL=L_0^2+AL_0+Bt .
\end{equation}
This is the Deal--Grove law. It fixes how much new oxide, $\Delta L=L-L_0$, can take up label at the silicon.

\section*{What fraction arrives without a swap}

Let $w$ be the rate at which a given atom of a dissolved molecule changes places with a network atom. Follow the atoms that came from the labelled gas and have not yet swapped. Let $u(x)$ be half their concentration, so that $u=c$ if there is no swapping. In the steady state, diffusion into a thin slice balances the loss by swapping:
\begin{equation}
D\,u''=w\,u,\qquad u(0)=C^*,\qquad -D\,u'(L)=k\,u(L).
\end{equation}
The last condition says that the reaction does not distinguish the isotopes. With $\lambda=\sqrt{D/w}$, the general solution is
\begin{equation}
u=P\cosh\frac{L-x}{\lambda}+Q\sinh\frac{L-x}{\lambda}.
\end{equation}
At the silicon $u(L)=P$ and $u'(L)=-Q/\lambda$, so the reaction condition gives $Q=(k\lambda/D)P$. The condition at $x=0$ then fixes $P$. Dividing $u(L)=P$ by $c(L)$ gives the unswapped fraction of the oxygen that reacts:
\begin{equation}
f=\frac{1+kL/D}{\cosh(L/\lambda)+(k\lambda/D)\sinh(L/\lambda)} .
\end{equation}

If $\lambda\gg L$, we can expand the denominator. Write $\beta=kL/D$ and $y=L/\lambda$. Then $\cosh y\approx1+y^2/2$ and $(k\lambda/D)\sinh y\approx\beta(1+y^2/6)$, so the denominator is
$(1+\beta)+\tfrac12y^2(1+\beta/3)$. Since $y^2=wL^2/D$,
\begin{equation}
f\approx1-w\tau,\qquad
\tau=\frac{L^2}{2D}\,\frac{1+\beta/3}{1+\beta}.
\end{equation}
The time $\tau$ has a direct meaning. A molecule that spends a time $T$ in the film keeps a given atom with probability $e^{-wT}$. Averaging over the molecules that react, and expanding for small $wT$, gives $1-w\langle T\rangle$. Thus $\tau$ is the mean time in the film of those molecules, and the condition for nearly all of the reacting oxygen to arrive unswapped is $w\tau\ll1$. In the opposite limit, with $\lambda$ much smaller than both $L$ and $D/k$, the formula becomes $f\approx2(1+\beta)\,e^{-L/\lambda}$.

\section*{Where the rest of the label goes}

Let $g(x,t)$ be the labelled fraction of the network oxygen. Now let $u$ stand for half the concentration of all labelled dissolved atoms, including those that the network has given back. A swap changes the label balance only if the two partners differ, so the net transfer is proportional to $u-cg$. We also allow network oxygen its own slow motion, with diffusivity $D_n$:
\begin{align}
D\,u''&=w(u-cg),\\
N_1\frac{\partial g}{\partial t}&=w(u-cg)+N_1D_n\,g'' .
\end{align}
The factor 2 for the atoms per molecule occurs in every term and has been divided out. The outermost network is assumed to have the composition of the gas, $g(0,t)=1$. New oxide takes the composition of the oxygen that forms it, $u(L)/c(L)$.

For slow swapping the label falls into three parts. Each is expressed as the thickness of fully labelled oxide that would hold it, $\int g\,dx$ over the region concerned.

\textbf{Silicon side.} New oxide of thickness $\Delta L$ receives the fraction $f$, so this part is $f\,\Delta L$.

\textbf{Interior.} Here $u\approx c$ and $g\ll1$, so $\partial g/\partial t\approx wc/N_1$, and the amount is $(wt/N_1)\int c\,dx$. Dividing by $\Delta L\approx Jt/N_1$ removes the time. With the linear profile, $\int_0^L c\,dx=C^*L\,(L/2+D/k)/(L+D/k)$, and therefore
\begin{equation}
\frac{\text{interior}}{\text{silicon side}}\approx\frac{w}{J}\int_0^L c\,dx
=w\left(\frac{L^2}{2D}+\frac{L}{k}\right).
\end{equation}
This is again a swapping rate times a residence time. The time is longer than $\tau$ because molecules that return to the gas without reacting also swap while they are in the film. When $kL/D$ is small the term $L/k$ dominates and the two times differ widely: with the constants used below, a 30 nm film has $\tau\approx0.5$ ms but a residence time of about 4 ms. A nearly empty interior therefore needs $w(L^2/2D+L/k)\ll1$, which is stricter than $w\tau\ll1$.

\textbf{Outer surface.} Near $x=0$ the slow network motion gives $\partial g/\partial t=D_ng''$ with $g(0,t)=1$. Its solution in a thick film is $g=\mathrm{erfc}\,[x/(2\sqrt{D_nt})]$, whose slope at the surface is $-1/\sqrt{\pi D_nt}$. The inflow is $D_n$ times the size of this slope. Integrated over time it gives
\begin{equation}
\int_0^t\sqrt{\frac{D_n}{\pi t'}}\,dt'=2\sqrt{\frac{D_nt}{\pi}} .
\end{equation}
This label stays close to the outside because it must move through the network itself, and in the time $t$ it gets no farther than a few times $\sqrt{D_nt}$. In this model the two peaks thus have different carriers: dissolved molecules feed the deep one, and network motion feeds the shallow one. The value of $D_n$ is an input; the model does not explain which defects set it.

While growth is nearly steady, the deep peak grows as $t$ and the shallow one as $\sqrt t$. The surface share is therefore larger in short labelled oxidations.

\section*{What fast swapping would look like}

Suppose instead that swapping is so fast that dissolved and network oxygen share one composition at each depth. Then $u=cg$. The transfer term $w(u-cg)$ cannot be found by setting $u-cg=0$, since $w$ is large, but the first transport equation says that it equals $Du''$. Inserting this in the second, and dropping the small $D_n$, gives
\begin{equation}
\frac{\partial g}{\partial t}=\frac{\partial^2}{\partial x^2}(D_eg),\qquad
D_e(x)=\frac{D\,c(x)}{N_1}=\frac B2\,\frac{c(x)}{C^*} .
\end{equation}
The label flux is $-(D_eg)'=-D_eg'-D_e'g$. Because $-D_e'=(B/2)/(L+D/k)=B/(2L+A)$, the second term is a drift at the growth speed $dL/dt$. The first term smears the label. Because $D_e$ decreases with depth, it also shifts a patch of label outwards on average. For a patch well inside the film this cancels the drift: the patch spreads, but its mean depth stays the same.

The size of the smearing follows from the first moment. As long as no label has reached the silicon, two integrations by parts give
\begin{equation}
\frac{d}{dt}\int_0^L xg\,dx=\Big[x(D_eg)'-D_eg\Big]_0^L=D_e(0)\,g(0)=\frac B2,
\end{equation}
so the moment is $Bt/2$. The result is a broad profile, highest at the outside, with a width of order $\sqrt{Bt/2}$. It has no peak at the silicon.

\section*{Numbers for a 200 nm film}

Take dry oxidation near 1000~$^\circ$C (1273 K) and 760 Torr, with the rough typical values $B=12000$ nm$^2$/h, $B/A=70$ nm/h (a value for (111) silicon; for (100) it is about 1.7 times lower) and $C^*=5\times10^{16}$ cm$^{-3}$. An oxide density of 2.2 g/cm$^3$ gives $N_1=2.205\times10^{22}$ cm$^{-3}$. Then $A=171.4$ nm, and
\begin{equation}
D=\frac{BN_1}{2C^*}=7.35\times10^{-9}\ \text{cm}^2/\text{s},\qquad
k=\frac{2D}{A}=8.58\times10^{-4}\ \text{cm/s}.
\end{equation}
The old film has $L_0=200$ nm and the labelled gas is supplied for 0.5 h. The growth law gives
\begin{equation}
L=-85.7+\sqrt{85.7^2+200^2+171.4\times200+6000}=210.3\ \text{nm},
\end{equation}
so $\Delta L=10.3$ nm.

For the crossing time, $L_0^2/2D=27.2$ ms and $\beta=2.333$, hence
\begin{equation}
\tau=27.2\ \text{ms}\times\frac{1.778}{3.333}=14.5\ \text{ms}.
\end{equation}
A random walk of single molecules, with reaction at the silicon and loss by swapping, gives the same 14.5 ms. We choose $w=0.1$ s$^{-1}$ to represent limited swapping, which means one swap per atom in 10 s on average. Then $w\tau=0.00145$ and $f=0.9986$: about one reacting atom in 700 has been exchanged on the way.

For the network we choose $D_n=3\times10^{-18}$ cm$^2$/s, so that $\sqrt{D_nt}=0.735$ nm. The surface part is $2\times0.735/\sqrt\pi=0.829$ nm. For the interior between 5 and 195 nm, $wC^*t/N_1=4.08\times10^{-4}$. The mean of $c/C^*$ there, at the mean film thickness of 205.2 nm, is $1-100/290.9=0.656$, so the amount is $4.08\times10^{-4}\times190\times0.656=0.051$ nm. The silicon side has $0.9986\times10.314=10.30$ nm.

A time-dependent solution of the coupled equations for $u$ and $g$ in the growing film gives 0.83, 0.051 and 10.30 nm for the outer 5 nm, the interior, and everything deeper than 195 nm. The shares are 7.4\%, 0.5\% and 92.1\%. The mean labelled fraction of the new layer is 0.959, lower than $f$, because the same slow network motion blurs its edge with the old oxide. A sharp step between labelled and unlabelled oxide passes $\sqrt{D_nt/\pi}=0.41$ nm of label across, half the surface amount, since the composition at the step stays at one half. The deficit found is $(0.9986-0.959)\times10.3=0.41$ nm. The blur shifts label by about a nanometre and leaves the deep peak in place.

Now change only the swapping rate, to $w=10^4$ s$^{-1}$. The exchange length $\lambda$ falls from 2711 nm to 8.6 nm. The labelled fraction is 0.92 at 10 nm, 0.56 at 50 nm, 0.20 at 100 nm and 0.04 at 150 nm, and it averages 0.005 in the new layer. The first moment is 2999 nm$^2$, against $Bt/2=3000$ nm$^2$. This agreement shows mainly that little label has reached the silicon, since the moment grows at nearly $B/2$ for any $w$ while that holds. The region deeper than 195 nm holds about 0.1\% of the label instead of 92\%. With $\lambda=8.6$ nm the limit of one shared composition is not fully reached in this tail; at $w=10^6$ s$^{-1}$ the share falls to about 0.06\%.

The outer 5 nm hold between 7\% and 8\% of the label in this case, nearly the same share as for slow swapping. This near equality is an accident of the chosen $D_n$ and zone width, but it shows that the surface share alone need not tell the two cases apart; the interior and the silicon side do. The total label is also different: about 64 nm equivalent, although only 10.3 nm of oxide grew. Counting oxygen shows where the difference went. The old film held 200 nm of unlabelled oxide, and about $210-64=146$ nm remain, so unlabelled oxygen equivalent to about 54 nm has left through the outer surface. The gas is assumed to be plentiful enough to remain fully labelled.

How much swapping could the deep peak tolerate? The formula for $f$ falls to one half at $w=56$ s$^{-1}$, for the initial film and an unlabelled network. The interior gives an earlier warning. Its residence time is $L^2/2D+L/k=27.2+23.3=50.5$ ms, so already at $w=5$ s$^{-1}$ the interior would hold roughly a quarter as much label as the silicon side. An almost empty interior is thus the sharper evidence that swaps are rare.

\section*{What the profile proves, and what it does not}

The deep peak shows that oxygen moves inwards to the silicon. If silicon moved outwards through the film instead, new oxide would form at the outer surface and the label would lie there. Together with the nearly empty interior, it also shows that the moving oxygen seldom swaps with the network. The peak alone would not show this, since it can survive moderate swapping. Nor does the profile show that the carrier is a molecule, since single dissolved atoms that did not swap would give the same profile.

The pressure dependence separates these possibilities. In equilibrium with a dilute gas at pressure $p$, the concentration of dissolved molecules is proportional to $p$. For dissociated atoms, the balance O$_2\rightleftharpoons2$O makes the square of their concentration proportional to $p$, so the concentration goes as $\sqrt p$. Because $B$ is proportional to the concentration at the outer surface, a diffusing species that is molecular gives $B\propto p$, and an atomic one gives $B\propto\sqrt p$. For thick films in dry oxygen, the measured parabolic constant is roughly proportional to pressure, which supports molecules.

\section*{The real process}

The growth parameters are rough values for a real furnace process, but $w$ and $D_n$ were chosen. The 7\% at the surface and the 0.5\% in the interior are therefore illustrations, not predictions. The simplifications in the gas transport are safe here: the dissolved gas relaxes in 9.8 ms, the film stores only $3\times10^{-5}$ of the oxygen consumed, and the surface is struck by about $10^{10}$ times more molecules than the silicon uses, which is ample if the chance of entry per impact is far above $10^{-10}$. Temperature matters more. With rough activation energies of 1.2 eV for $B$ and 2.0 eV for $B/A$, an error of $+10$ K raises the growth by 10\%. If $D$ falls as the inverse root of the molecular mass, with $k$ unchanged, oxygen-18 (molecular mass 36 instead of 32) lowers the growth by 4\%. With $w$ and $D_n$ held fixed, neither moves the main peak away from the silicon.

Gate oxides only a few nanometres thick break the model more seriously. Dry oxidation starts faster than the Deal--Grove law allows, and the surface layer and the blurred edge of the new oxide can overlap, so the division into three zones loses its meaning. The size of that error is not computed here. Traces of water, which may speed up network exchange, stress in the film, and the finite depth resolution of a measured profile are also left out. The main values quoted above are collected in the numerical output that follows; the others follow from them by the arithmetic shown.

\section*{Computed values}
\begin{verbatim}
temperature: 1273.15 K; pressure: 760 Torr
B: 12000 nm^2/h; B/A: 70 nm/h
A: 171.4 nm; D/k = A/2: 85.7 nm
dissolved O2 at surface C*: 5.00e+16 cm^-3
oxide density: 2.2 g/cm^3; molar mass: 60.08 g/mol
O2 per oxide volume N1: 2.205e+22 cm^-3
D of dissolved O2: 7.351e-09 cm^2/s
interface rate constant k: 8.576e-04 cm/s
old oxide: 200.0 nm; labelled oxidation: 0.50 h
final oxide: 210.314 nm; growth: 10.314 nm
growth from integrated flux: 10.314 nm
relaxation time of dissolved gas: 9.84 ms
kL/D at start: 2.333 (no unit)
mean time in film of reacting O2, formula: 14.51 ms
same time from random walk: 14.50 ms
slow swap rate: 0.10 1/s; exchange length: 2711 nm
unswapped fraction at silicon, slow: 0.99855
swap rate that halves initial arrival: 56.0 1/s
D of network oxygen: 3.0e-18 cm^2/s; sqrt(Dn t): 0.735 nm
zone width at each end of old oxide: 5.0 nm
label as equivalent thickness, slow swapping (nm):
  outer zone: 0.828; formula: 0.829
  interior: 0.0509; formula: 0.0509
  silicon side: 10.299; formula: 10.299
shares outer, interior, silicon side, slow (%): 7.41, 0.46, 92.14
fast swap rate: 10000 1/s; exchange length: 8.57 nm
shares outer, interior, silicon side, fast (%): 7.50, 92.36, 0.13
total label, fast: 63.93 nm equivalent
first moment, fast: 2999 nm^2; B t/2: 3000 nm^2
labelled fraction at depth (slow; fast), no unit:
  10 nm: 0.000394; 0.9166
  50 nm: 0.000338; 0.5610
  100 nm: 0.000267; 0.2041
  150 nm: 0.000197; 0.0427
  mean of new layer: 0.9590; 0.0054
pressure exponent, molecules: 0.999; atoms: 0.499
growth change if D falls as root mass: -4.03 %
growth change for +10 K (rough barriers 1.2, 2.0 eV): 10.49 %
O2 striking surface: 1.25e+23 cm^-2 s^-1
O2 consumed at silicon: 1.26e+13 cm^-2 s^-1
dissolved O2 in film / O2 consumed: 2.86e-05 (no unit)
\end{verbatim}
